Coating a long hole from one end or from both

Q: I coat long blind holes by atomic layer deposition, and the dose needed to reach the bottom is large. Suppose I open the far end. What must I specify before you can say how much that helps?

A: Mainly what the gas does at the new opening. Take a straight cylinder of diameter d and length L, with aspect ratio a = L/d, and let the far mouth see the same precursor pressure P as the near one. Exposure means P t at each mouth, where t is the dosing time; it is not summed over the mouths. Pressure, temperature and hole dimensions are held fixed in the comparison.

I also assume that molecules collide with the wall rather than with each other, that they leave it in diffuse directions, and that the wall takes up at most K molecules per unit area. The hole is long, and fresh wall captures precursor within a depth much shorter than L. The coating then advances as a front, with saturated wall behind it and fresh wall ahead.

Q: How fast do molecules get through the saturated part?

A: Let n be the gas density, m the molecular mass and v = √(8kT/πm) the mean speed. At a point in a cross-section, molecules travelling at angle θ to the axis last left the wall a distance s upstream. They carry the density of that place, n − s cosθ dn/dz, if n varies linearly. The uniform part cancels between opposite directions, so the net flux is

J = −(v/4π)(dn/dz) ∫ s cos²θ dΩ.

Let c be the distance to the wall measured within the cross-section. Then s = c/sinθ and dΩ = sinθ dθ dφ, the sines cancel, and ∫cos²θ dθ from 0 to π is π/2. What remains is ∫c dφ, averaged over the cross-section.

For one direction φ, cut the disk of radius R into parallel chords of length 2√(R² − b²), where b is the offset from the centre. Integrating the distance to one end along a chord gives half its length squared, 2(R² − b²). Integrating over b from −R to R gives 8R³/3. Multiplying by 2π for all directions and dividing by the area πR² gives 16R/3. Hence

J = −(v/4π)(π/2)(16R/3) dn/dz = −(2Rv/3) dn/dz = −D dn/dz,

D = d v/3.

This is the Knudsen diffusion coefficient.

Q: And how does that set the exposure of the blind hole?

A: Let the front be at depth x, with density n₀ at the mouth and nearly zero at the front. The gas in the hole holds far fewer molecules than the wall takes up, so the profile is nearly steady and J = D n₀/x. To advance by dx, the front must saturate a ring of area πd dx:

J (πd²/4) dt = K πd dx, so J dt = (4K/d) dx.

Inserting J gives x dx = (D n₀ d/4K) dt. Integrating from x = 0 at t = 0,

x² = D n₀ d t/(2K) = d² v n₀ t/(6K).

To express this through pressure, count the molecules striking unit area per unit time. Integrating cosθ over a hemisphere gives π, so this flux is

Φ = (n₀v/4π) π = n₀v/4 = P/√(2πmkT),

where the last form uses P = n₀kT. Define the reduced exposure τ = Φt/K. Then n₀v t = 4Kτ, and

x² = (2/3) d² τ, or τ = (3/2)(x/d)².

The blind hole is finished at x = L:

P t = (3/2) K √(2πmkT) a² (blind, leading order).

The square arises because each new ring is supplied through a longer saturated section than the one before.

Q: Now open and feed the far end. I would guess a factor of two, because there are two entrances.

A: Two entrances give one factor of two, since each has to supply only half the molecules. The second comes from the path. In the blind hole the depth at which molecules are deposited runs from 0 to L, with mean L/2. With two fronts it runs from 0 to L/2, with mean L/4. Half the molecules over half the mean path takes a quarter of the time.

The front law says the same. Before the fronts meet, the density between them is nearly zero, so neither affects the other. Each stops at x = L/2:

τ = (3/2)(a/2)² = (3/8)a² (both ends fed, leading order).

The leading exposure is therefore one quarter of the blind value.

Q: Can that be checked without assuming a front or a diffusion coefficient?

A: Yes. Divide the wall into narrow rings, compute from geometry how diffusely emitted molecules pass between them, and let each ring capture arriving molecules with probability β(1 − θ_c). Here θ_c is its coverage and β the sticking probability on fresh wall. I call the hole finished when its least-coated place reaches 95% coverage.

With β = 1, quadratic curves through the results at a = 12.5, 25 and 50 have leading coefficients 1.486 for the blind hole and 0.374 for the open one. Their ratio is 3.98, against 4 from the front law. The rings are a quarter of a diameter wide. At this width a saturated tube 25 diameters long transmits one to two per cent too much, which tends to make the computed exposures slightly low.

The explanation was tested as well. At a = 50 and τ = 500, before the fronts meet, the open hole has taken up 1.997 times as much as the blind one, as two independent fronts should. A hole of half the length, closed by a wall that takes up nothing, finishes at τ = 1015. The full open hole finishes at 1026, about 1% later. Each half of the open hole thus behaves nearly as a separate short hole.

Q: My holes are not infinitely long. Do I get the full factor of four?

A: Not quite, because entering the mouth also costs exposure. The net flux is what arrives minus what returns, J = Φ − n(0)v/4, where n(0) is the density just inside. Through the saturated section, J = D n(0)/x. With D = dv/3 this gives n(0)v/4 = 3xJ/(4d), so

J = Φ/(1 + 3x/4d).

This treats the mouth and the tube as two resistances in series, which is an approximation. At x/d = 25 it overestimates the transmission by about 3% as computed with the rings used here, and by about 4% in the limit of narrow rings. Using J dt = (4K/d) dx again,

Φ dt/K = (4/d)(1 + 3x/4d) dx, so τ = 4x/d + (3/2)(x/d)².

The blind hole also has a bottom of area πd²/4. It must receive K molecules per unit area at the flux Φ/(1 + 3a/4), which adds 1 + 3a/4. Therefore

τ_blind = 1 + 19a/4 + 3a²/2.

For the open hole, put x = L/2:

τ_open = 2a + 3a²/8.

The quadratic term falls fourfold, but the linear term falls only by 19/8, or about 2.4. Within this approximation, the ratio for large a is

τ_blind/τ_open ≈ 4[1 + (19/6 − 16/3)/a] = 4[1 − 13/(6a)].

It approaches 4 from below. The ring calculation gives gains of 3.49, 3.70 and 3.83 at a = 12.5, 25 and 50; halving the ring width changes the first two by less than 0.01.

Q: What if the far end is open, but less gas reaches it?

A: Let its pressure be rP. The two front depths are then x₁ = d√(2τ/3) and x₂ = √r x₁. They meet when x₁ + x₂ = L, so

τ = (3/2)a²/(1 + √r)².

The leading gain over the blind hole is (1 + √r)². At r = 1/2 it is 2.91. With the mouth resistance included it becomes 2.80 at a = 50, and the ring calculation gives 2.79.

At r = 0 the leading gain is 1: an opening without supply does not help. With β = 1 the ring calculation at a = 50 gives 0.94, so the unfed open hole needs about 7% more exposure than the blind one. The penalty is larger for shorter holes and poorer sticking: the gain is 0.89 at a = 25 with β = 1, and 0.64 at a = 50 with β = 0.1, about 55% more exposure. The two holes differ only at the far end. The blind hole has a bottom to coat, but once coated the bottom returns every molecule that strikes it. The unfed mouth returns none, so the wall near it is supplied more poorly, and here this loss outweighs the saving of the bottom.

Q: And if my precursor sticks poorly?

A: Then the front broadens. In fresh wall, diffusion balances capture. The wall area per unit volume is 4/d and the captured flux is βnv/4, so

D d²n/dz² = (4/d)(βnv/4) = βvn/d.

The density decays over the depth √(Dd/βv) = d/√(3β). For β = 0.01 this is 5.8 diameters, and the ring calculation gives 5.7. The front picture needs this depth to be much smaller than L/2.

In the opposite limit the gas fills the hole almost uniformly. Each place then obeys dθ_c/dτ = β(1 − θ_c), which gives 95% coverage at τ = ln(20)/β ≈ 3/β, independent of length as long as the hole is much shorter than the penetration depth. Opening the far end gains nearly nothing: for β = 0.0001 and a = 12.5 the computed gain is 1.006.

Q: Put numbers on a real process.

A: Consider the tantalum half-cycle of TaN deposition from pentakis(dimethylamido)tantalum, in a hole through a thinned wafer. Take d = 2 μm and L = 100 μm, so a = 50, at 500 K with 0.01 Torr of precursor in 1 Torr of argon. The uptake, 1.5 molecules per nm², is a rough typical value. With the molar mass of 401 g/mol, K√(2πmkT) is 1.913 × 10⁻⁶ Torr s. At leading order,

blind: 1.5 × 50² × 1.913 × 10⁻⁶ = 7.17 × 10⁻³ Torr s,

open: 0.375 × 50² × 1.913 × 10⁻⁶ = 1.79 × 10⁻³ Torr s.

Dividing by 0.01 Torr gives dosing times of 0.72 s and 0.18 s. The ring calculation with a rough sticking probability of 0.1 gives 7.5 × 10⁻³ and 2.0 × 10⁻³ Torr s, a gain of 3.77. Halving the ring width raises both exposures by about 1.3%, the blind one to between 7.6 and 7.7 × 10⁻³ Torr s, and leaves the gain at 3.77. The penetration depth is then 3.7 μm, well below the 50 μm each front must travel.

Q: Does the argon spoil the assumption of wall collisions?

A: Not seriously here, though the effect is larger than a simple estimate suggests. A hard-sphere collision removes on average the momentum μg, where μ is the reduced mass and g the relative velocity. Collisions occur at the rate n_g πσ²g, with n_g the argon density and σ the mean of the two collision diameters. A slow drift u weights the thermal distribution by 1 + μg·u/kT, so the mean of g times the component of g along u is μu⟨g³⟩/(3kT). For thermal speeds ⟨g³⟩ = 4(kT/μ)⟨g⟩, which makes this (4/3)u⟨g⟩. The drag per unit drift speed is therefore

ζ = (4/3) μ n_g πσ² ⟨g⟩, and D_gas = kT/ζ.

With rough collision diameters of 0.80 and 0.36 nm, D_gas is 78 cm²/s, against 1.08 cm²/s for D in the hole. Adding the gas drag to the wall drag would give 1/D_total = 1/D + 1/D_gas, and the leading exposure would rise by D/D_gas, about 1.4%. That is too low here. In the integral for D, equal ranges of θ near the axis count equally, so the rare long flights carry a large share of the flux: those longer than five diameters are about 0.2% of all flights but carry about 22% of it. A single collision can deflect a molecule out of such a flight. When individual hard-sphere collisions are followed, the rise is about 7% in an infinitely long hole. At a = 50 the ends already cut the longest flights short, and the rise is smaller, roughly 3% for the open hole and 4% for the blind one.

Q: How close is all this to a wafer in my reactor?

A: That depends first on your aspect ratio: with β = 1 the computed gain is 3.83 at a = 50 but 3.49 at a = 12.5. It also depends on equal supply to both faces. If the wafer lies on a support that keeps precursor from its lower face, the leading gain drops from 4 towards 1. If the lower face has 10% less pressure, it is still 3.80.

Hole arrays also deplete the gas outside. If holes fill a fraction f of the surface beneath a stagnant layer of thickness δ, they draw a flux fJ through it, and the resulting density drop across it is fJδ/D_gas. This acts as an extra hole length ℓ = fδD/D_gas. The front integral x²/2 becomes x²/2 + ℓx, a relative increase of 2ℓ/x. For f = 0.01 and δ = 10 mm, this raises the exposure by 2.8% for the blind hole and 5.6% for the open one. The flat face between the holes must be coated through the same layer. It takes up about K molecules per unit area, which adds Kδ/D_gas to n₀t, a further 1.4% and 5.6%. If the layer holds no precursor when the dose starts, it must also be filled. Its final content, n₀δ per unit area, travels δ/2 on average, which adds a delay of δ²/(2D_gas), about 6 ms. That is 0.9% of the blind dosing time and 3.6% of the open one. The total is then about 5% for the blind hole and 15% for the open one, provided both faces of the open wafer have such a layer.

A 5 nm film narrows the hole by 10 nm and raises the leading exposure by 1.0%, since a² varies as 1/d². The gas stored in the hole is about 6 × 10⁻⁵ of the wall uptake, which supports the steady profile. Precursor decomposition and sites blocked by by-products are not included, and either could change the exposures. The numerical output below lists the remaining values.

Table of computed values

```
TESTS (lengths in diameters, tau dimensionless)
Slope of 1/transmission, theory 0.75: 0.7456
Series formula error in transmission, aspect 25: 2.83 %
Aspect 12.5: tau blind 284.9, open 81.7, gain 3.487
Aspect 25: tau blind 1035.3, open 279.7, gain 3.702
Aspect 50: tau blind 3929.4, open 1026.1, gain 3.829
Leading coefficient blind, theory 1.5: 1.486
Leading coefficient open, theory 0.375: 0.3738
Ratio of leading coefficients, theory 4: 3.975
Deposit open/blind at tau 500, theory 2: 1.997
Front depth at tau 500, simulated: 17.21 diameters
Front depth at tau 500, formula: 16.97 diameters
tau of half-length hole with inert end, aspect 25: 1015.4
Gain with far end open but unfed, aspect 50: 0.9355
Gain with far end at half pressure, simulated: 2.79
Same gain, finite-length formula: 2.801
Same gain, leading formula: 2.914
Gain for sticking 0.0001, aspect 12.5: 1.006
Penetration depth, sticking 0.01, simulated: 5.714 diameters
Penetration depth, sticking 0.01, formula: 5.774 diameters
EXAMPLE: TaN half-cycle, rough typical parameters
Diameter: 2 um
Length: 100 um
Aspect ratio: 50
Temperature: 500 K
Precursor pressure: 0.01 Torr
Argon pressure: 1 Torr
Precursor molar mass: 401.3 g/mol
Saturation uptake: 1.5 nm^-2
Mean speed: 162.4 m/s
Knudsen diffusion coefficient: 1.083 cm2/s
Exposure per unit tau: 1.913e-06 Torr s
Exposure leading: blind 7.173e-03, open 1.793e-03 Torr s, gain 4.000
Exposure finite formula: blind 7.629e-03, open 1.985e-03 Torr s, gain 3.844
Exposure simulated, sticking 1: blind 7.516e-03, open 1.963e-03 Torr s, gain 3.829
Exposure simulated, sticking 0.1: blind 7.543e-03, open 2.003e-03 Torr s, gain 3.767
Leading dosing time blind: 0.7173 s
Leading dosing time open: 0.1793 s
NEGLECTED EFFECTS
Collision diameters: precursor 0.80, argon 0.36 nm
Gas diffusion coefficient in argon: 77.89 cm2/s
Exposure rise from gas collisions in hole: 1.39 %
Outside layer 10 mm, hole area fraction 0.01
Exposure rise from outside layer, blind: 2.78 %
Exposure rise from outside layer, open: 5.56 %
Exposure rise after a 5 nm film: 1.01 %
Stored gas / wall uptake: 6.44e-05
Penetration depth, sticking 0.1: 3.651 um
Leading gain if far pressure is 10 % lower: 3.797
```
